# Gated and ungated plasmons of a two-dimensional electron sheet, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: a charged fluid and its potential

Suppose that a wave of electron density runs along the channel of a gallium nitride transistor, and that its frequency is estimated from the long-wave law for the same sheet without a gate, in which frequency grows as the square root of wave number. For a wavelength of 10 µm and the channel treated below, that estimate is too high by a factor of about seven. It also scales wrongly. Doubling the wavelength would lower the estimated frequency by a factor $\sqrt2$, whereas under a nearby gate the frequency falls by a factor of nearly 2. The error comes from leaving out the gate's charge, which follows the wave and cancels most of the lateral electric field that drives the electrons.

**The model.** Electrons of charge $-e$ and isotropic effective mass $m$ form an infinitely thin sheet at $z=0$, with equilibrium density $n$ per unit area. Above it lies a barrier of thickness $d$ and absolute permittivity $\varepsilon_1$. A perfectly conducting gate covers the barrier at $z=d$. Below the sheet is a buffer of permittivity $\varepsilon_2$, so deep that its far end does not matter. Gate and sheet extend without limit along $x$ and $y$. Fixed charges neutralise the equilibrium state, so the wave creates the only lateral field.

The electrons are cold: at each point they share one velocity $v(x,t)$. For now they do not collide, and they feel the average potential of all charges. The field follows the charge without delay, so electrostatics applies at each instant. Disturbances vary as $\exp(iqx-i\omega t)$, with $q=2\pi/\lambda>0$.

**Motion of the electrons.** Let $\delta n$ be the change in density. Conservation of electrons reads

$$
\frac{\partial\,\delta n}{\partial t}+\frac{\partial}{\partial x}\left[(n+\delta n)v\right]=0 .
$$

For a small wave the product $\delta n\,v$ is of second order and is dropped. Each time derivative gives $-i\omega$ and each space derivative gives $iq$, so

$$
-i\omega\,\delta n+iqn v=0,
\qquad
\frac{\delta n}{n}=\frac{qv}{\omega}.
$$

The force on an electron is $-eE_x$, and $E_x=-\partial\varphi/\partial x$. Hence the force is $+e\,\partial\varphi/\partial x$, and Newton's law is

$$
m\left(\frac{\partial v}{\partial t}+v\frac{\partial v}{\partial x}\right)=e\frac{\partial\varphi}{\partial x}.
$$

The second term on the left is smaller than the first by a factor of order $qv/\omega$, which is $\delta n/n$. One condition, a small relative density change, therefore justifies both linearisations. What remains is

$$
-i\omega m v=iqe\varphi,
\qquad
v=-\frac{qe}{m\omega}\varphi .
$$

Inserting this velocity into the continuity result gives

$$
\delta n=-\frac{ne q^2}{m\omega^2}\varphi . \tag{1}
$$

The wave's surface charge is $\sigma=-e\,\delta n$. Electrostatics is linear, so the potential in the sheet is $\varphi=G(q)\sigma=-eG(q)\,\delta n$, where $G$ depends on the surroundings. Substitution in (1) gives

$$
\delta n=\frac{ne^2q^2G(q)}{m\omega^2}\,\delta n .
$$

A wave with $\delta n\ne0$ therefore requires

$$
\omega^2=\frac{ne^2q^2}{m}G(q). \tag{2}
$$

The two minus signs, one from the electron charge in the force and one from the same charge in $\sigma$, have combined to make $\omega^2$ positive. Piled-up electrons repel one another, and the pile is driven apart. The gate enters through $G$ alone.

**The potential below a gate.** Away from the sheet there is no wave charge, so $\varphi$ obeys Laplace's equation. With the lateral dependence $\exp(iqx)$, this becomes $\partial^2\varphi/\partial z^2=q^2\varphi$. The gate fixes $\varphi=0$ at $z=d$, and the potential must die away deep in the buffer. If $\varphi_s$ is its value in the sheet, then

$$
\varphi(z)=\varphi_s\frac{\sinh[q(d-z)]}{\sinh(qd)}\quad(0<z<d),
\qquad
\varphi(z)=\varphi_s e^{qz}\quad(z<0).
$$

Both expressions equal $\varphi_s$ at the sheet, as continuity demands. The normal displacement is $D_z=-\varepsilon\,\partial\varphi/\partial z$. Just above the sheet the derivative of the hyperbolic sine supplies a minus sign, and just below it the derivative is positive:

$$
D_z(0^+)=\varepsilon_1q\coth(qd)\,\varphi_s,
\qquad
D_z(0^-)=-\varepsilon_2q\,\varphi_s .
$$

Gauss's law sets the jump $D_z(0^+)-D_z(0^-)$ equal to $\sigma$. Therefore

$$
G_{\rm gated}=\frac{\varphi_s}{\sigma}
=\frac{1}{q[\varepsilon_2+\varepsilon_1\coth(qd)]},
$$

and (2) becomes

$$
\omega^2=\frac{ne^2q}{m[\varepsilon_2+\varepsilon_1\coth(qd)]}. \tag{3}
$$

**The long-wavelength limit.** Write $x=qd$ and $r=\varepsilon_2/\varepsilon_1$, and define

$$
s^2=\frac{ne^2d}{m\varepsilon_1}. \tag{4}
$$

In (3), replace $ne^2/(m\varepsilon_1)$ by $s^2/d$, then multiply numerator and denominator by $x=qd$:

$$
\omega^2=\frac{s^2q}{d(r+\coth x)}
=\frac{s^2q^2}{rx+x\coth x}.
$$

For small $x$, $\cosh x=1+x^2/2+\dots$ and $\sinh x/x=1+x^2/6+\dots$. Their quotient is $x\coth x=1+x^2/3+\dots$. The denominator is thus $1+u$ with $u=rx+x^2/3+\dots$. Using $1/(1+u)=1-u+u^2-\dots$ and collecting powers of $x$,

$$
\omega^2=s^2q^2\left[1-rx+\left(r^2-\tfrac13\right)x^2+O(x^3)\right]. \tag{5}
$$

To leading order this is the linear law

$$
\omega=sq. \tag{6}
$$

The square root of (5) gives the first correction, $\omega\approx sq(1-rqd/2)$. The law needs both $qd\ll1$ and $(\varepsilon_2/\varepsilon_1)qd\ll1$. The second condition says that little of the wave's displacement field goes down into the buffer: the ratio of the downward to the upward part at the sheet is $r\tanh(qd)$. This is why $\varepsilon_2$ is absent from (4).

The coefficient of $x^2$ in (5) was tested against a numerical solution of Poisson's equation in the layers, at $qd=0.01$ with the permittivities used below. The numerical value was 0.776 and the formula gives 0.781. The difference has the size of the next term: the coefficient of $x^3$ is $-r^3+2r/3\approx-0.47$, which shifts the estimate by about $-0.005$ at this $x$.

The limit has a simple electrical meaning. When $qd\ll1$, $G$ tends to $d/\varepsilon_1$, the inverse capacitance per area of a parallel-plate capacitor. The potential at a point then depends on the density at that point:

$$
\varphi(x,t)=-\frac{ed}{\varepsilon_1}\delta n(x,t).
$$

Differentiating the linear continuity equation in time and using Newton's law with this potential gives

$$
\frac{\partial^2\delta n}{\partial t^2}
=-n\frac{\partial}{\partial x}\frac{\partial v}{\partial t}
=-\frac{ne}{m}\frac{\partial^2\varphi}{\partial x^2}
=s^2\frac{\partial^2\delta n}{\partial x^2}.
$$

This is the ordinary wave equation, like that of sound. The stiffness comes from charging the capacitor. If $U=end/\varepsilon_1$ is the voltage that corresponds to the whole density $n$, then (4) is also $ms^2=eU$.

**The same sheet without a gate.** Remove the metal and leave air, of permittivity $\varepsilon_0$, above the barrier. The density $n$ is held fixed in this comparison. In the barrier the general solution equal to $\varphi_s$ at the sheet is

$$
\varphi(z)=\varphi_s[\cosh(qz)-T\sinh(qz)],
$$

with a constant $T$ still to be found. In air the potential decays as $\exp(-qz)$, so $D_z=\varepsilon_0q\varphi$ there. Continuity of $D_z$ and $\varphi$ at $z=d$ requires

$$
\varepsilon_1(T\cosh x-\sinh x)=\varepsilon_0(\cosh x-T\sinh x).
$$

Division by $\cosh x$, with $t=\tanh x$, gives $\varepsilon_1(T-t)=\varepsilon_0(1-Tt)$. Collecting the terms with $T$,

$$
T=\frac{\varepsilon_0+\varepsilon_1t}{\varepsilon_1+\varepsilon_0t}.
$$

Just above the sheet $D_z=\varepsilon_1qT\varphi_s$. The barrier and air together therefore act as a half-space of permittivity $\varepsilon_{\rm top}=\varepsilon_1T$. Below the sheet nothing has changed, so

$$
\omega^2=\frac{ne^2q}{m(\varepsilon_2+\varepsilon_{\rm top})},
\qquad
\varepsilon_{\rm top}=\varepsilon_1
\frac{\varepsilon_0+\varepsilon_1\tanh(qd)}
{\varepsilon_1+\varepsilon_0\tanh(qd)}. \tag{7}
$$

If $\varepsilon_0$ in this expression is replaced by a permittivity tending to infinity, $\varepsilon_{\rm top}$ tends to $\varepsilon_1\coth(qd)$ and (3) returns. Such a medium holds its surface at zero potential, as a metal does.

At long wavelength the barrier becomes too thin to matter and $\varepsilon_{\rm top}\to\varepsilon_0$. Then

$$
\omega=\sqrt{\frac{ne^2q}{m(\varepsilon_2+\varepsilon_0)}} . \tag{8}
$$

Here $G=1/[q(\varepsilon_2+\varepsilon_0)]$ grows with wavelength, because the field reaches a height of order $1/q$ into the surroundings. Under a gate the corresponding height stops at $d$. One power of $q$ in $\omega^2$ is thus lost when the gate is removed, and the linear law becomes a square root.

The group velocity differs in the same way. For (6) it is $s$ at every wavelength within the law's range, so a pulse keeps its shape to leading order. For (8) it is $d\omega/dq=\omega/(2q)$, which increases as $q^{-1/2}$ towards long waves, and a pulse spreads. At the opposite extreme, $qd\gg1$, both $\coth(qd)$ and $\tanh(qd)$ tend to 1. Equations (3) and (7) then share the limit $\omega^2=ne^2q/[m(\varepsilon_1+\varepsilon_2)]$: the field dies out before it reaches the top of the barrier.

**Numbers for a transistor channel.** Take $n=10^{13}$ cm$^{-2}$, $d=25$ nm, $m=0.20$ electron masses, and relative permittivities 9.0 in the barrier and 9.5 in the buffer. In SI units, (4) gives

$$
s^2=\frac{(10^{17})(1.602\times10^{-19})^2(25\times10^{-9})}
{(0.20)(9.109\times10^{-31})(9.0)(8.854\times10^{-12})}
=4.42\times10^{12}\ {\rm m^2/s^2},
$$

so $s=2.10\times10^6$ m/s. At $\lambda=1$ µm the linear law gives $s/\lambda=2.10$ THz. With $qd=0.157$ and $r=1.056$, the denominator $rx+x\coth x$ is $0.166+1.008=1.174$. The full gated frequency is therefore $2.10/\sqrt{1.174}=1.94$ THz, which is 7.7 % below the linear value. The ungated frequency from (7) is 4.62 THz.

| $\lambda$ (µm) | gated (THz) | linear (THz) | ungated (THz) |
|---:|---:|---:|---:|
| 10 | 0.209 | 0.210 | 1.54 |
| 3 | 0.682 | 0.701 | 2.78 |
| 1 | 1.94 | 2.10 | 4.62 |
| 0.3 | 5.47 | 7.01 | 7.62 |

The ratio of ungated to gated frequency falls from 7.4 at 10 µm to 1.4 at 0.3 µm, as the field withdraws from the gate. The long-wave forms explain the first value: $\varepsilon_1/[(\varepsilon_2+\varepsilon_0)qd]=9.0/(10.5\times0.0157)\approx55$, whose square root is 7.4.

The local exponent $d\ln\omega/d\ln q$ at 10 µm is 0.992 with the gate and 0.493 without it. At 1 µm the two values are 0.922 and 0.445. The ungated exponent lies below one half because $\varepsilon_{\rm top}$ rises with $q$ as more of the field stays in the barrier. The group velocities at 10 µm are $2.07\times10^6$ m/s with the gate and $7.61\times10^6$ m/s without it; at 1 µm they are $1.79\times10^6$ and $2.05\times10^6$ m/s.

## Second derivation: forces between charged lines

The symbols carried over are the sheet density $n$, mass $m$, electron charge $-e$, barrier thickness $d$, and permittivities $\varepsilon_1$ above and $\varepsilon_2$ below the sheet. The wave number is $q=2\pi/\lambda$. The fluid calculation gave

$$
\omega^2=\frac{ne^2q}{m[\varepsilon_2+\varepsilon_1\coth(qd)]}
\;\longrightarrow\; s^2q^2,
\qquad s^2=\frac{ne^2d}{m\varepsilon_1},
$$

where the arrow means long wavelength. Without the gate, the long-wave result was $\omega^2=ne^2q/[m(\varepsilon_2+\varepsilon_0)]$. The gated result will now be found from Newton's law for separate charges, without a density field or a continuity equation.

**Lines and their images.** A wave that does not vary along $y$ moves all electrons with the same $x$ together. Replace the sheet by straight lines parallel to $y$, spaced by $a$. Each carries charge per length $\ell=-ena$ and mass per length $mna$. First let the permittivity be $\varepsilon$ everywhere below the gate. The gate is then equivalent to an image line of charge $-\ell$ at height $2d$ above each real line, and the image moves sideways with its line.

By Gauss's law, a line produces a radial field $\ell/(2\pi\varepsilon\rho)$ at distance $\rho$. Its $x$ component at lateral separation $X$ and vertical separation $h$ is $\ell X/[2\pi\varepsilon(X^2+h^2)]$. A line and its image together therefore give, in the sheet,

$$
E_x=\frac{\ell}{2\pi\varepsilon}F(X),
\qquad
F(X)=\frac1X-\frac{X}{X^2+4d^2}
=\frac{4d^2}{X(X^2+4d^2)}. \tag{9}
$$

At distances much larger than $d$ the field falls as $1/X^3$ instead of $1/X$. The gate has weakened the interaction strongly beyond distances of order $d$.

The force on an electron is $-eE_x$, and with $\ell=-ena$ the prefactor becomes $+e^2na/(2\pi\varepsilon)$. Let line $j$ be displaced by $\xi_j$, and let $X=x_j-x_k$ be an equilibrium separation. Then

$$
m\ddot\xi_j=\frac{e^2na}{2\pi\varepsilon}
\sum_{k\ne j}F(X+\xi_j-\xi_k).
$$

A line's own image is directly overhead and exerts no lateral force. The uniform positive background exerts none either. In equilibrium the sum vanishes because $F$ is odd. For small relative displacements the first surviving term is $F'(X)(\xi_j-\xi_k)$.

Take $\xi_k=A\cos(qx_k)$. Since $x_k=x_j-X$,

$$
\xi_k=A\cos(qx_j)\cos(qX)+A\sin(qx_j)\sin(qX).
$$

The sine part cancels in the sum, because $F'$ is even. The difference $\xi_j-\xi_k$ is effectively $\xi_j[1-\cos(qX)]$. Setting $\ddot\xi_j=-\omega^2\xi_j$ yields

$$
m\omega^2=\frac{e^2na}{2\pi\varepsilon}
\sum_{X\ne0}[-F'(X)][1-\cos(qX)].
$$

The fluid derivation has given the wave's frequency with and without a gate, and the charged-line derivation has reduced the gated problem, for one uniform permittivity, to a sum over forces between lines. It remains to evaluate that sum, compare it with the fluid result, extend it to unequal permittivities, and estimate the effects both derivations leave out.
